# Gauss quadrature from the Coulomb Hamiltonian in a Laguerre basis, part 1

(Sections cited here and not found follow in the second part.)

**Problem: the Coulomb Hamiltonian in a Laguerre basis**

In atomic units, with an infinitely heavy nucleus and no relativity, the radial Hamiltonian for angular momentum \(l\) is
\[ H=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr . \]
Its eigenfunctions \(\psi_E\) are real, normalised to one for bound levels and to \(\delta(E-E')\) in the continuum, and \(\int dE\) includes the sum over levels. For fixed \(\kappa>0\), with \(y=2\kappa r\) and \(n=0,1,\dots\), the Coulomb Sturmians are
\[ S_n=\mathcal N_n\,y^{l+1}e^{-y/2}L_n(y),\qquad \mathcal N_n^2=\frac{n!}{(n+2l+1)!},\qquad \phi_n=\frac{S_n}{r}, \]
where \(L_n\equiv L_n^{(s)}\), \(s=2l+1\). The Laguerre polynomials obey \(yL_n''+(s+1-y)L_n'+nL_n=0\), \(\int_0^\infty y^se^{-y}L_nL_m\,dy=\delta_{nm}/\mathcal N_n^2\), and \(yL_n=-(n+1)L_{n+1}+(2n+s+1)L_n-(n+s)L_{n-1}\). The abbreviations are \(\varepsilon=E+\kappa^2/2\), \(\nu=Z/\kappa\), \(d_n=\kappa(n+l+1)-Z\) and \(b_n=\sqrt{(n+1)(n+2l+2)}\). All \(d_n\) are nonzero unless stated otherwise.

**(a)** Find \((H+\kappa^2/2)S_n\), \(\langle S_n|\phi_m\rangle\), the overlap matrix \(O\) and the matrix of \(H\).

*Solution.* Differentiating the product twice,
\[ \frac{d^2S_n}{dy^2}=\mathcal N_ny^{l+1}e^{-y/2}\Big[L_n''+\Big(\frac{2l+2}{y}-1\Big)L_n'+\Big(\frac{l(l+1)}{y^2}-\frac{l+1}{y}+\frac14\Big)L_n\Big]. \]
The Laguerre equation turns the first two terms into \(-nL_n/y\). With \(d^2/dr^2=4\kappa^2d^2/dy^2\) this gives \(-\tfrac12d^2S_n/dr^2=[-l(l+1)/2r^2+\kappa(n+l+1)/r-\kappa^2/2]S_n\), so
\[ (H+\kappa^2/2)S_n=d_n\phi_n. \tag{1} \]
Since \(dr/r=dy/y\), \(\langle S_n|\phi_m\rangle=\mathcal N_n\mathcal N_m\int y^{2l+1}e^{-y}L_nL_m\,dy=\delta_{nm}\). Multiply the recurrence for \(yL_n\) by \(\mathcal N_ny^{l+1}e^{-y/2}/(2\kappa r)\) and use \((n+1)\mathcal N_n/\mathcal N_{n+1}=b_n\) and \((n+s)\mathcal N_n/\mathcal N_{n-1}=b_{n-1}\):
\[ S_n=\sum_mO_{nm}\phi_m,\qquad O_{nn}=\frac{n+l+1}{\kappa},\qquad O_{n,n+1}=O_{n+1,n}=-\frac{b_n}{2\kappa}. \tag{2} \]
The sum has at most three terms, and projecting on \(S_m\) shows that \(O_{nm}=\langle S_n|S_m\rangle\). Projecting (1) on \(S_m\) gives the matrix of \(H\) as \(D-\kappa^2O/2\), with \(D=\mathrm{diag}(d_n)\). Thus \(H-EO=D-\varepsilon O\) is tridiagonal.

**(b)** Find the recurrence obeyed by \(c_n(E)=\langle\phi_n|\psi_E\rangle\), identify its polynomial solutions and find their generating function for \(E=k^2/2>0\).

*Solution.* Equations (1) and (2) combine into the finite identity \((H-E)S_n=\sum_m(D-\varepsilon O)_{nm}\phi_m\). Project it on \(\psi_E\). Moving \(H\) onto \(\psi_E\) leaves the boundary term \(\tfrac12[S_n\psi_E'-S_n'\psi_E]\), which vanishes at the origin, where both functions go as \(r^{l+1}\), and at infinity, where \(S_n\) decays exponentially. The left side is therefore zero:
\[ \frac{\varepsilon}{2\kappa}(b_nc_{n+1}+b_{n-1}c_{n-1})=\Big[\frac{\varepsilon(n+l+1)}{\kappa}-d_n\Big]c_n ,\qquad b_{-1}=0. \]
Multiply by \(2\kappa/\varepsilon\) and define \(x=1-\kappa^2/\varepsilon\). Since \(d_n=\kappa(n+l+1-\nu)\), the bracket becomes \(2(n+l+1)-2(1-x)(n+l+1-\nu)\), and
\[ b_nc_{n+1}+b_{n-1}c_{n-1}=2[(n+l+1-\nu)x+\nu]\,c_n. \tag{3} \]
Set \(c_n=c_0g_nP_n\) with \(g_n=\mathcal N_n/\mathcal N_0\). Then \(b_ng_{n+1}/g_n=n+1\) and \(b_{n-1}g_{n-1}/g_n=n+2l+1\), so
\[ (n+1)P_{n+1}=2[(n+\lambda+a)x+b]P_n-(n+2\lambda-1)P_{n-1},\quad P_0=1, \tag{4} \]
with \(\lambda=l+1\), \(a=-\nu\), \(b=\nu\). This recurrence defines the Pollaczek polynomials \(P_n^{\lambda}(x;a,b)\). The coefficient of \(x\) is \(2d_n/\kappa\neq0\), so \(P_n\) has degree exactly \(n\). The variable is \(x\), a linear function of \(1/\varepsilon\), and not the energy. The continuum \(0<E<\infty\) maps onto \(-1<x<1\), levels with \(\varepsilon>0\) onto \(x<-1\), and levels with \(\varepsilon<0\) onto \(x>1\).

For \(E=k^2/2\) put \(x=\cos\theta=(k^2-\kappa^2)/(k^2+\kappa^2)\), so that \(\sin\theta=2k\kappa/(k^2+\kappa^2)\) and \(\tan(\theta/2)=(1-\cos\theta)/\sin\theta=\kappa/k\). Then \(\Phi\equiv(a\cos\theta+b)/\sin\theta=\nu\tan(\theta/2)=Z/k\). Multiply (4) by \(t^n\) and sum, with \(G=\sum P_nt^n\), using \(\sum nP_nt^n=tG'\) and \(\sum(n+2\lambda-1)P_{n-1}t^n=t^2G'+2\lambda tG\):
\[ \frac{G'}{G}=\frac{2\lambda\cos\theta+2\Phi\sin\theta-2\lambda t}{1-2xt+t^2}=\frac{(\lambda-i\Phi)e^{i\theta}}{1-te^{i\theta}}+\frac{(\lambda+i\Phi)e^{-i\theta}}{1-te^{-i\theta}} . \]
The second form is confirmed by putting it over the common denominator. Integrating from \(G(0)=1\),
\[ G=(1-te^{i\theta})^{-\lambda+i\Phi}(1-te^{-i\theta})^{-\lambda-i\Phi}. \]
For \(Z=0\), \(G=(1-2xt+t^2)^{-\lambda}\) and the \(P_n\) are the Gegenbauer polynomials \(C_n^{l+1}\).

**(c)** Find a measure on the spectrum of \(H\) under which the \(P_n\) are orthogonal, with their norm, and decide when it is positive.

*Solution.* When \(d_n=0\), (1) says that \(S_n\) is a bound state of energy \(-\kappa^2/2\). The levels are \(-\gamma^2/2\) with \(\gamma=Z/q\), \(q\ge l+1\), so "all \(d_n\neq0\)" means that \(-\kappa^2/2\) is not a level, and \(R=(H+\kappa^2/2)^{-1}\) is a bounded operator. The \(\phi_n\sim r^l\) are square integrable, and (1) gives \(R\phi_n=S_n/d_n\). Hence \(\langle\phi_m|R|\phi_n\rangle=\delta_{mn}/d_n\). Completeness of the \(\psi_E\) writes the left side as \(\int dE\,c_mc_n/\varepsilon\). Inserting \(c_n=c_0g_nP_n\) and multiplying by \(d_0\),
\[ \int P_nP_m\,d\mu=h_n\delta_{nm},\qquad d\mu=\frac{d_0c_0^2}{\varepsilon}dE,\qquad h_n=\frac{d_0}{g_n^2d_n}. \tag{5} \]
The total mass is \(h_0=1\). Projecting (1) with \(n=0\) on \(\psi_E\) gives \(\varepsilon\langle S_0|\psi_E\rangle=d_0c_0\), so also \(d\mu=\varepsilon\langle S_0|\psi_E\rangle^2dE/d_0\).

The sign of \(d\mu\) is that of \(d_0\varepsilon\), and \(c_0\) never vanishes, for (3) would then make all \(c_n\) zero (part (d) shows this explicitly). If \(d_0>0\), that is \(\kappa(l+1)>Z\), the lowest level \(-Z^2/2(l+1)^2\) lies above \(-\kappa^2/2\), so \(\varepsilon>0\) on the whole spectrum and \(\mu\) is a probability measure. This always holds for \(Z\le0\), where there are no levels. If \(d_0<0\), the basis is more diffuse than the lowest level; the levels below \(-\kappa^2/2\) carry positive mass and the rest of the spectrum negative mass. Equation (5) still holds, for a signed measure.

**(d)** Evaluate \(\mu\) in closed form.

*Solution.* Both cases need one integral. With \(M(\alpha,\beta,z)=\sum(\alpha)_mz^m/(\beta)_mm!\), termwise integration using \(\int r^{\beta-1+m}e^{-\sigma r}dr=\Gamma(\beta)(\beta)_m\sigma^{-\beta-m}\) and the binomial series give
\[ \int_0^\infty r^{\beta-1}e^{-\sigma r}M(\alpha,\beta,\tau r)\,dr=\Gamma(\beta)\sigma^{-\beta}(1-\tau/\sigma)^{-\alpha},\qquad|\tau|<\mathrm{Re}\,\sigma. \tag{6} \]
The regular Coulomb function of unit asymptotic amplitude is, with \(\eta=-Z/k=-\Phi\),
\[ F_l=\frac{2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{(2l+1)!}(kr)^{l+1}e^{ikr}M(l+1+i\eta,2l+2,-2ikr). \]
The functions \(\sqrt{2/\pi}F_l\) are normalised to \(\delta(k-k')=k\,\delta(E-E')\), so \(\psi_E=\sqrt{2/\pi k}\,F_l\). With \(\phi_0=\mathcal N_0(2\kappa)^{l+1}r^le^{-\kappa r}\), (6) applies with \(\beta=2l+2\), \(\sigma=\kappa-ik\), \(\tau=-2ik\) when \(\kappa>2k\); both sides are analytic in \(\kappa>0\), so the result extends to all \(\kappa\). Write \(\kappa\pm ik=\varrho e^{\pm i\varphi}\), \(\tan\varphi=k/\kappa\), so \(\varphi=(\pi-\theta)/2\). Then \(1-\tau/\sigma=e^{2i\varphi}\) and
\[ \sigma^{-2l-2}e^{-2i\varphi(l+1+i\eta)}=\varrho^{-2l-2}e^{2\eta\varphi}. \]
The factor \((2l+1)!\) of (6) cancels that of \(F_l\), and \(2\kappa k/\varrho^2=\sin\theta\). Squaring, with \(-\pi\eta+4\eta\varphi=(2\theta-\pi)\Phi\),
\[ c_0^2=\frac{2}{\pi k}\frac{4^l}{(2l+1)!}\sin^{2l+2}\theta\;e^{(2\theta-\pi)\Phi}|\Gamma(l+1+i\Phi)|^2 . \]
From \(dx=\kappa^2dE/\varepsilon^2\), \(d\mu/dx=d_0c_0^2\varepsilon/\kappa^2\), and \(\varepsilon/k\kappa^2=1/(\kappa\sin\theta)\). Therefore
\[ \frac{d\mu}{dx}=\frac{(l+1-\nu)\,2^{2l+1}}{\pi(2l+1)!}\sin^{2l+1}\theta\;e^{(2\theta-\pi)\Phi}|\Gamma(l+1+i\Phi)|^2. \tag{7} \]
For \(Z=0\), \(l=0\) it is \((2/\pi)\sqrt{1-x^2}\), the weight of the Chebyshev polynomials of the second kind.

For level \(q\), the Sturmian with \(\kappa\to\gamma=Z/q\) and index \(n_r=q-l-1\) has \(d_{n_r}=0\) and, by (2), squared norm \(q/\gamma\). So \(\psi=\sqrt{\gamma/q}\,\sqrt{n_r!/(q+l)!}\,(2\gamma r)^{l+1}e^{-\gamma r}L_{n_r}(2\gamma r)\), where \(L_{n_r}(z)=\frac{(q+l)!}{n_r!(2l+1)!}M(-n_r,2l+2,z)\). The series terminates, so (6) holds without restriction, with \(\sigma=\kappa+\gamma\), \(\tau=2\gamma\):
\[ c_0^2=\Big[\frac{4\kappa\gamma}{(\kappa+\gamma)^2}\Big]^{2l+2}\frac{\gamma}{q}\,\frac{(q+l)!}{n_r!\,(2l+1)!}\Big(\frac{\kappa-\gamma}{\kappa+\gamma}\Big)^{2n_r},\qquad \mu_q=\frac{2d_0c_0^2}{\kappa^2-\gamma^2}. \tag{8} \]
The masses sit at \(x_q=-(\kappa^2+\gamma^2)/(\kappa^2-\gamma^2)\) and accumulate at \(x=-1\).

**(e)** The pseudostates \(\chi_j=\sum_{n<N}c_{nj}S_n\) solve the \(N\times N\) problem \(Hc=EOc\) with \(\langle\chi_j|\chi_j\rangle=1\). Relate their energies and coefficients to the \(P_n\), construct from them a quadrature rule for \(\mu\), and find its degree of exactness and its first error.

*Solution.* The equation is \(D_Nc=\varepsilon O_Nc\). Since \(O_N\) is positive definite, there are \(N\) real \(\varepsilon_j\), and the matrix \(C=(c_{nj})\) obeys \(C^TO_NC=1\), \(C^TD_NC=\mathcal E=\mathrm{diag}(\varepsilon_j)\). No \(\varepsilon_j\) vanishes, because \(\det D_N\ne0\). Rows \(0\) to \(N-1\) are the recurrence (3), with the term \(b_{N-1}c_N\) missing from the last. Hence
\[ c_{nj}=c_{0j}\,g_nP_n(x_j),\qquad P_N(x_j)=0 . \]
The recurrence fixes the vector up to scale, so \(c_{0j}\neq0\), no eigenvalue is degenerate, and the \(x_j=1-\kappa^2/\varepsilon_j\) are the \(N\) zeros of \(P_N\), real and simple even when \(\mu\) is signed.

For the exact moments, (1) and (2) give \(R\phi_n=\sum_m(D^{-1}O)_{nm}\phi_m\), a finite sum. Define the infinite tridiagonal matrix \(A=1-\kappa^2D^{-1}O\), with
\[ A_{nn}=-\frac{Z}{d_n},\qquad A_{n,n+1}=\frac{\kappa b_n}{2d_n},\qquad A_{n+1,n}=\frac{\kappa b_n}{2d_{n+1}} . \]
The operator \(1-\kappa^2R\) has the value \(x\) on \(\psi_E\), and \((1-\kappa^2R)^k\phi_0=\sum_m(A^k)_{0m}\phi_m\). With \(\langle\phi_0|R|\phi_m\rangle=\delta_{0m}/d_0\),
\[ \int x^kd\mu=d_0\langle\phi_0|R(1-\kappa^2R)^k|\phi_0\rangle=(A^k)_{00}. \]
For the truncated problem, inverting \(C^TD_NC=\mathcal E\) gives \(D_N^{-1}=C\mathcal E^{-1}C^T\), and \(C^TO_N=C^{-1}\) then gives \(D_N^{-1}O_N=C\mathcal E^{-1}C^{-1}\). So the upper-left block \(A_N\) of \(A\) equals \(CXC^{-1}\) with \(X=\mathrm{diag}(x_j)\), and \(A_N^kD_N^{-1}=CX^k\mathcal E^{-1}C^T\). The \(00\) element times \(d_0\) is
\[ (A_N^k)_{00}=\sum_jw_jx_j^k,\qquad w_j=\frac{d_0c_{0j}^2}{\varepsilon_j}. \tag{9} \]
Written out, \((A^k)_{00}\) is a sum over walks of \(k\) steps from index \(0\) back to \(0\), each step changing the index by \(0\) or \(\pm1\) and contributing the matching element of \(A\). \((A_N^k)_{00}\) omits the walks that visit \(N\), and these need at least \(2N\) steps. Therefore
\[ \int f\,d\mu=\sum_{j=1}^Nw_jf(x_j)\quad\text{for every polynomial } f(x) \text{ of degree}\le 2N-1. \tag{10} \]
A rule with \(N\) nodes and this degree of exactness is the Gauss rule of \(\mu\). In energy terms it is exact for \(\varepsilon^{-k}\), \(k=0,\dots,2N-1\). At \(k=2N\) one walk is omitted, straight up to \(N\) and straight down:
\[ \int x^{2N}d\mu-\sum_jw_jx_j^{2N}=\prod_{n=0}^{N-1}\frac{\kappa^2b_n^2}{4d_nd_{n+1}}\neq0. \tag{11} \]
Since \(x^{2N}=\kappa^{4N}\varepsilon^{-2N}\) plus powers integrated exactly, the defect for \(\varepsilon^{-2N}\) is (11) divided by \(\kappa^{4N}\).

The diagonal of \(C^TD_NC=\mathcal E\) reads \(c_{0j}^2\sum_nd_ng_n^2P_n^2(x_j)=\varepsilon_j\), which turns (9) into the Christoffel form
\[ w_j=\Big[\sum_{n<N}P_n^2(x_j)/h_n\Big]^{-1}. \tag{12} \]
For \(E_j>0\), \(c_{nj}=\pm\sqrt{W_j}\,c_n(E_j)\) for \(n<N\), where \(W_j=c_{0j}^2/c_0^2(E_j)=w_j/(d\mu/dE)_{E_j}\) by (5) and (9). Up to the common factor \(\pm\sqrt{W_j}\), the pseudostate has the first \(N\) Sturmian coefficients of the exact continuum state at its own energy, and \(W_j\), an energy, converts unit normalisation into energy normalisation.

The sign of \(w_j\) is that of \(d_0\varepsilon_j\). The invertible \(C\) maps subspaces on which the form \(\mathcal E\) is negative definite onto such subspaces for \(D_N\), and the largest dimension is the count of negative diagonal entries; so the number of \(\varepsilon_j<0\) equals the number of \(d_n<0\) with \(n<N\). For \(Z=1\), \(l=0\), \(\kappa=0.7\), only \(d_0=0.7-1\) is negative. At \(N=4\) the computed \(\varepsilon_j\) are \(-0.25498\), \(0.12026\), \(0.24587\), \(1.00885\) hartree with weights \(1.10404\), \(-0.03352\), \(-0.02712\), \(-0.04340\), which add to one.

If \(d_m=0\) for some \(m\), \(R\) does not exist on the whole space and the norm \(h_m\) in (5) is undefined, so the derivation above does not apply as written. The level \(S_m\) is orthogonal to every \(\phi_n\) with \(n\neq m\), however, and on the complement of \(S_m\) the inverse exists; with that level left out of \(\mu\), (5) still holds for indices below \(m\). For \(N<m\), \(P_N\) is then orthogonal to all lower degrees, the nodes and weights are unchanged and reproduce (5) for indices below \(N\) by \(D_N^{-1}=C\mathcal E^{-1}C^T\), and division of \(f\) by \(P_N\) gives (10) again. For \(N=m\ge1\) the rule still reproduces (5) for indices below \(m\) and is exact up to degree \(2N-2\), but not \(2N-1\): on the complement \(R\phi_{m-1}=[S_{m-1}-(O_{m-1,m}/O_{mm})S_m]/d_{m-1}\), so \(\int P_{m-1}P_m\,d\mu\neq0\), while the rule gives zero. For \(m<N\), the exact level \(S_m\) appears as the eigenvalue \(\varepsilon=0\), at \(x=\infty\). In (4) the step \(n=m\) has no \(x\) term and \(b=\nu\ne0\), so \(P_{m+1}\) has degree \(m\), and \(P_N\) has degree \(N-1\).

With all \(d_n\) nonzero, diagonalising \(H\) in \(N\) Sturmians has been shown to give the Gauss rule of the measure \(\mu\), exact for polynomials in \(x\) up to degree \(2N-1\), with a known first error. It remains to test the rule on \(\varepsilon\) itself, to establish bounds and convergence for \(d_0>0\), and to apply it to the polarizability and \(C_6\) of hydrogen.
